# Testing oscillator and rotor models for interstitial oxygen in silicon: test program

```python
"""Low-energy lines of interstitial oxygen in silicon: spacing-ratio test.

Result under test: with nu1 = E(l=1)-E(l=0) and nu2 = E(l=2)-E(l=1),
the ratio R = nu2/nu1 is 1 for an isotropic planar harmonic oscillator
and 3 for a rigid planar rotor; the observed lines give neither.
l is the absolute angular momentum about the axis in units of hbar.
A quartic potential a r^2 + b r^4 can give the observed ratio.
Energies are in cm^-1 and lengths in pm unless called reduced.
Reduced Hamiltonian: -Laplacian + alpha rho^2 + rho^4.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

nu1, nu2, half_digit = 29.3, 37.8, 0.05
wavenumber = const.h * const.c * 100.0          # joule per cm^-1
kB = const.k / wavenumber                       # cm^-1 per kelvin
to_meV = wavenumber / const.e * 1000.0
mass_u = 15.995                                 # oxygen atom, input
kinetic = (const.hbar**2 / (2 * mass_u * const.atomic_mass)
           / wavenumber * 1e24)                 # hbar^2/2M, cm^-1 pm^2


def radial(potential, l, rmax, kin=1.0, count=3, n=2000):
    """Lowest radial states in the plane by finite differences."""
    h = rmax / n
    r = (np.arange(n) + 0.5) * h
    edge = np.arange(1, n) * h
    diag = kin * (2 / h**2 + l**2 / r**2) + potential(r)
    off = -kin * edge / (h**2 * np.sqrt(r[:-1] * r[1:]))
    energy, vec = eigh_tridiagonal(diag, off, select='i',
                                   select_range=(0, count - 1))
    return energy, vec, r


def spacing_ratio(potential, rmax, kin=1.0):
    e = [radial(potential, l, rmax, kin, 1)[0][0] for l in range(3)]
    return (e[2] - e[1]) / (e[1] - e[0])


# A quadratic form averaged over threefold rotations must be isotropic.
form = np.array([[1.7, 0.4], [0.4, 0.6]])
average = np.zeros((2, 2))
for angle in 2 * np.pi * np.arange(3) / 3:
    c, s = np.cos(angle), np.sin(angle)
    turn = np.array([[c, -s], [s, c]])
    average += turn @ form @ turn.T / 3
assert np.allclose(average, np.trace(form) / 2 * np.eye(2))

# Harmonic oscillator, reduced potential rho^2, quantum = 2.
osc = [radial(lambda r: r**2, l, 10.0) for l in range(5)]
for l in range(5):
    for n in range(3):
        assert abs(osc[l][0][n] - 2 * (2 * n + l + 1)) < 2e-3
allowed = 0
for l in range(4):
    for i, j in itertools.product(range(3), range(3)):
        element = np.sum(osc[l][1][:, i] * osc[l + 1][1][:, j] * osc[l][2])
        if element**2 > 1e-5:
            allowed += 1
            assert abs(abs(osc[l + 1][0][j] - osc[l][0][i]) - 2) < 2e-3
assert allowed >= 12
R_osc = ((osc[2][0][0] - osc[1][0][0]) / (osc[1][0][0] - osc[0][0][0]))
assert abs(R_osc - 1) < 1e-3

# Rigid rotor on a periodic grid, energies in units of B.
n_ring = 360
step = 2 * np.pi / n_ring
phi = step * np.arange(n_ring)
eye = np.eye(n_ring)
ring_h = (2 * eye - np.roll(eye, 1, 0) - np.roll(eye, -1, 0)) / step**2
ring_e, ring_v = np.linalg.eigh(ring_h)
dipole = ring_v.T @ (np.cos(phi)[:, None] * ring_v)
for i, j in itertools.product(range(11), range(11)):
    if abs((i + 1) // 2 - (j + 1) // 2) != 1:
        assert dipole[i, j]**2 < 1e-12
ring_level = np.array([ring_e[0]] + [ring_e[2 * l - 1] for l in range(1, 6)])
ring_line = np.diff(ring_level)
assert np.allclose(ring_line, [1, 3, 5, 7, 9], atol=0.02)
R_rot = ring_line[1] / ring_line[0]
assert abs(R_rot - 3) < 1e-3


def rotor_start(first, second):
    """Starting l of two consecutive rigid-rotor lines."""
    return first / (second - first) - 0.5


assert abs(rotor_start(ring_line[3], ring_line[4]) - 3) < 0.02

# Observed ratio and the effect of rounding.
R_obs = nu2 / nu1
corners = [(nu1 + s * half_digit, nu2 + t * half_digit)
           for s in (-1, 1) for t in (-1, 1)]
R_range = [f(b / a for a, b in corners) for f in (min, max)]
l_range = [f(rotor_start(a, b) for a, b in corners) for f in (min, max)]
assert R_osc < R_range[0] and R_range[1] < R_rot

# Rotor hindered by a sixfold barrier of height V (in units of B).
def hindered_ratio(V):
    e = []
    for q in range(3):
        m = q + 6 * np.arange(-12, 13)
        ham = np.diag(m**2 + V / 2)
        ham = ham - V / 4 * (np.eye(25, k=1) + np.eye(25, k=-1))
        e.append(np.linalg.eigvalsh(ham)[0])
    return (e[2] - e[1]) / (e[1] - e[0])


barriers = [0, 5, 20, 50, 100, 200, 400]
R_hind = np.array([hindered_ratio(V) for V in barriers])
assert np.all(np.diff(R_hind) < 1e-6)
assert R_hind.min() > 1.999 and R_hind.max() < 3 + 1e-9

# Central potentials: R never above 3, but it can be below 1.
def quartic_ratio(alpha):
    rmax = 4 + np.sqrt(max(-alpha, 0) / 2)
    return spacing_ratio(lambda r: alpha * r**2 + r**4, rmax)


alphas = [-12, -8, -5, -3, -1, 0, 3, 10, 40]
R_quart = np.array([quartic_ratio(a) for a in alphas])
assert np.all(np.diff(R_quart) < 0)
assert R_quart.max() < 3 and R_quart.min() > 1
R_cone = spacing_ratio(lambda r: r, 20.0)
assert R_cone < 1

# Quartic potential that has the observed ratio.
alpha = brentq(lambda a: quartic_ratio(a) - R_obs, -5, 0, xtol=1e-9)
rho_max = 4 + np.sqrt(-alpha / 2)
states = [radial(lambda r: alpha * r**2 + r**4, l, rho_max)
          for l in range(4)]
low = np.array([s[0][0] for s in states])
E_unit = nu1 / (low[1] - low[0])
L_unit = np.sqrt(kinetic / E_unit)
nu3 = E_unit * (low[3] - low[2])
nu_radial = E_unit * (states[0][0][1] - low[1])
hump = E_unit * alpha**2 / 4
ring_radius = L_unit * np.sqrt(-alpha / 2)
zero_point = E_unit * low[0] + hump             # above potential minimum
a_coef = alpha * E_unit / L_unit**2
b_coef = E_unit / L_unit**4

# The same potential on a Cartesian grid, in physical units.
n_cart = 33
x = np.linspace(-4, 4, n_cart) * L_unit
dx = x[1] - x[0]
gap = np.subtract.outer(np.arange(n_cart), np.arange(n_cart))
safe = np.where(gap == 0, 1, gap)
T1 = kinetic / dx**2 * np.where(gap == 0, np.pi**2 / 3,
                                2 * (-1.0)**np.abs(gap) / safe**2)
X, Y = np.meshgrid(x, x, indexing='ij')
r2 = X**2 + Y**2
T2 = np.kron(T1, np.eye(n_cart)) + np.kron(np.eye(n_cart), T1)
V2 = a_coef * r2 + b_coef * r2**2
cart = np.linalg.eigvalsh(T2 + np.diag(V2.ravel()))
assert abs(cart[2] - cart[1]) < 0.01 and abs(cart[4] - cart[3]) < 0.01
assert abs(cart[1] - cart[0] - nu1) < 0.02
assert abs(cart[3] - cart[1] - nu2) < 0.02
assert np.min(np.abs(cart[:12] - cart[1] - nu_radial)) < 0.02
assert np.min(np.abs(cart[:12] - cart[3] - nu3)) < 0.02

# Sixfold corrugation that saturates at the chosen amplitude.
corrugation = 5.0
rho6 = (r2 / L_unit**2)**3
V6 = corrugation * rho6 / (1 + rho6) * np.cos(6 * np.arctan2(Y, X))
bent = np.linalg.eigvalsh(T2 + np.diag((V2 + V6).ravel()))
R_bent = (bent[3] - bent[1]) / (bent[1] - bent[0])
assert abs(R_bent - R_obs) < 0.01

# A moving mass 10 percent larger in the same potential.
R_heavy = spacing_ratio(lambda r: a_coef * r**2 + b_coef * r**4,
                        rho_max * L_unit, kinetic / 1.1)
assert R_osc < R_heavy < R_rot

# Net absorption of the second line relative to the first.
R01, R12 = [np.sum(states[l][1][:, 0] * states[l + 1][1][:, 0]
                   * states[l][2]) for l in (0, 1)]


def hot_ratio(T):
    p = np.exp(-E_unit * (low - low[0]) / (kB * T))
    return nu2 * (p[1] - p[2]) * R12**2 / (nu1 * (p[0] - p[1]) * R01**2)


assert hot_ratio(5) < 0.01 < hot_ratio(20)

# Rotor with lines 3->4 and 4->5: its 7B line against its B line.
B_alt = nu1 / 7


def alternative_ratio(T):
    p = np.exp(-B_alt * np.arange(5)**2 / (kB * T))
    return 7 * (p[3] - p[4]) / (p[0] - p[1])


assert alternative_ratio(5) < 0.01

print(f"observed lines: {nu1:.1f}, {nu2:.1f} cm^-1")
print(f"observed lines: {nu1*to_meV:.3f}, {nu2*to_meV:.3f} meV")
print(f"observed ratio R: {R_obs:.4f}")
print(f"R range from rounding: {R_range[0]:.4f} to {R_range[1]:.4f}")
print(f"oscillator R (numerical): {R_osc:.4f}")
print(f"rotor R (numerical): {R_rot:.4f}")
print(f"oscillator second line: {nu1:.1f} cm^-1")
print(f"rotor second line: {3*nu1:.1f} cm^-1")
print(f"rotor third line: {5*nu1:.1f} cm^-1")
print(f"rotor starting l if left free: {rotor_start(nu1, nu2):.3f}")
print(f"its range from rounding: {l_range[0]:.3f} to {l_range[1]:.3f}")
print(f"ratio 9/7 of rotor lines 3->4, 4->5: {9/7:.4f}")
print(f"B of that alternative rotor: {B_alt:.3f} cm^-1")
for T in (5, 20):
    print(f"its 7B line / B line at {T} K: {alternative_ratio(T):.3e}")
for V, R in zip(barriers, R_hind):
    print(f"hindered rotor, barrier/B = {V}: R = {R:.4f}")
for a, R in zip(alphas, R_quart):
    print(f"quartic model, alpha = {a}: R = {R:.4f}")
print(f"conical potential: R = {R_cone:.4f}")
print(f"oxygen mass: {mass_u:.3f} u")
print(f"hbar^2/2M: {kinetic:.1f} cm^-1 pm^2")
print(f"fitted alpha (reduced): {alpha:.4f}")
print(f"energy unit: {E_unit:.3f} cm^-1")
print(f"length unit: {L_unit:.2f} pm")
print(f"coefficient a: {a_coef:.4e} cm^-1 pm^-2")
print(f"coefficient b: {b_coef:.4e} cm^-1 pm^-4")
print(f"central hump: {hump:.2f} cm^-1 = {hump*to_meV:.3f} meV")
print(f"radius of potential minimum: {ring_radius:.1f} pm")
print(f"ground level above minimum: {zero_point:.2f} cm^-1")
print(f"Cartesian-grid lines: {cart[1]-cart[0]:.3f}, "
      f"{cart[3]-cart[1]:.3f} cm^-1")
print(f"predicted line l=2 to 3: {nu3:.2f} cm^-1")
print(f"predicted line l=1 to excited l=0: {nu_radial:.2f} cm^-1")
for T in (5, 20):
    print(f"second/first line strength at {T} K: {hot_ratio(T):.3e}")
print(f"R with 10 percent more mass: {R_heavy:.4f}")
print(f"R with {corrugation:.0f} cm^-1 sixfold term: {R_bent:.4f}")
print("tests ok")
```

Running it gives:

```
observed lines: 29.3, 37.8 cm^-1
observed lines: 3.633, 4.687 meV
observed ratio R: 1.2901
R range from rounding: 1.2862 to 1.2940
oscillator R (numerical): 1.0000
rotor R (numerical): 2.9997
oscillator second line: 29.3 cm^-1
rotor second line: 87.9 cm^-1
rotor third line: 146.5 cm^-1
rotor starting l if left free: 2.947
its range from rounding: 2.901 to 2.994
ratio 9/7 of rotor lines 3->4, 4->5: 1.2857
B of that alternative rotor: 4.186 cm^-1
its 7B line / B line at 5 K: 1.959e-04
its 7B line / B line at 20 K: 1.574e+00
hindered rotor, barrier/B = 0: R = 3.0000
hindered rotor, barrier/B = 5: R = 2.9746
hindered rotor, barrier/B = 20: R = 2.7052
hindered rotor, barrier/B = 50: R = 2.2549
hindered rotor, barrier/B = 100: R = 2.0530
hindered rotor, barrier/B = 200: R = 2.0046
hindered rotor, barrier/B = 400: R = 2.0001
quartic model, alpha = -12: R = 2.9761
quartic model, alpha = -8: R = 2.8419
quartic model, alpha = -5: R = 2.0774
quartic model, alpha = -3: R = 1.4825
quartic model, alpha = -1: R = 1.2210
quartic model, alpha = 0: R = 1.1589
quartic model, alpha = 3: R = 1.0730
quartic model, alpha = 10: R = 1.0242
quartic model, alpha = 40: R = 1.0038
conical potential: R = 0.8330
oxygen mass: 15.995 u
hbar^2/2M: 10539.3 cm^-1 pm^2
fitted alpha (reduced): -1.7420
energy unit: 13.387 cm^-1
length unit: 28.06 pm
coefficient a: -2.9620e-02 cm^-1 pm^-2
coefficient b: 2.1597e-05 cm^-1 pm^-4
central hump: 10.16 cm^-1 = 1.259 meV
radius of potential minimum: 26.2 pm
ground level above minimum: 23.84 cm^-1
Cartesian-grid lines: 29.300, 37.800 cm^-1
predicted line l=2 to 3: 44.01 cm^-1
predicted line l=1 to excited l=0: 50.16 cm^-1
second/first line strength at 5 K: 4.419e-04
second/first line strength at 20 K: 2.619e-01
R with 10 percent more mass: 1.2964
R with 5 cm^-1 sixfold term: 1.2897
tests ok
```
